# Why Hartree-Fock underbinds the extra electron in F⁻ and O⁻: verification in Python

```python
"""
Result under test: Hartree-Fock (HF) affinities of F and O are too small by
roughly 2 eV because the anion gains correlation energy, mostly in the pairs
formed by the added electron; radial in-out correlation is enhanced in anions.
Affinity = E(neutral) - E(anion). Symmetric HF: all 2p electrons share one
radial function. n_beta = number of spin-down 2p electrons (spin-up: three).
rho = correlation coefficient of the radii of two 2p electrons.
Energies are in hartree internally, lengths in bohr.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import gamma, gammaincc
from scipy.constants import physical_constants
from pyscf import gto, scf, cc, fci, ao2mo, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
ATOMS = {"O": ("O", 0, 1), "O-": ("O", -1, 2), "F": ("F", 0, 2),
         "F-": ("F", -1, 3), "Ne": ("Ne", 0, 3)}
N_S, N_P = 19, 13


def symmetric_atom(symbol, charge, n_beta):
    """Symmetric HF, then full CI of the 2p electrons in four p shells."""
    n = 3 + n_beta
    shells = [[0, [0.06 * 2.2**k, 1.0]] for k in range(N_S)]
    shells += [[1, [0.03 * 2.2**k, 1.0]] for k in range(N_P)]
    mol = gto.M(atom=symbol, charge=charge, spin=3 - n_beta,
                basis={symbol: shells}, verbose=0)
    nao = mol.nao_nr()
    s, x, y = slice(0, N_S), slice(N_S, None, 3), slice(N_S + 1, None, 3)
    overlap = mol.intor("int1e_ovlp")
    kinetic = mol.intor("int1e_kin")
    nuclear = mol.intor("int1e_nuc")
    core = kinetic + nuclear
    eri8 = mol.intor("int2e", aosym="s8")
    g = ao2mo.restore(1, eri8, nao)
    w_ss = g[s, s, s, s] - 0.5 * g[s, s, s, s].transpose(0, 2, 1, 3)
    w_sp = np.ascontiguousarray(
        g[s, s, x, x] - 0.5 * g[s, x, s, x].transpose(0, 2, 1, 3))
    same, different = g[x, x, x, x], g[x, x, y, y]
    r0 = (same + 2 * different) / 3          # Slater integral, order 0
    r2 = (same - different) * 25 / 6         # Slater integral, order 2
    del g
    # Number of F2/25 units: same orbital, other opposite spin, same spin.
    q = (4 * n_beta - 2 * (3 * n_beta - n_beta)
         - 5 * (3 + n_beta * (n_beta - 1) // 2))

    guess = kinetic + 0.6 * nuclear
    cs = eigh(guess[s, s], overlap[s, s])[1][:, :2]
    cp = eigh(guess[x, x], overlap[x, x])[1][:, 0]
    ds, dp = 2 * cs @ cs.T, np.outer(cp, cp)
    for _ in range(200):
        fs = core[s, s] + np.tensordot(w_ss, ds, 2) \
            + n * np.tensordot(w_sp, dp, 2)
        fp = core[x, x] + np.tensordot(ds, w_sp, 2) \
            + (n - 1) * np.tensordot(r0, dp, 2) \
            + 2 * q / (25 * n) * np.tensordot(r2, dp, 2)
        cs = eigh(fs, overlap[s, s])[1][:, :2]
        ep, vp = eigh(fp, overlap[x, x])
        cp = vp[:, 0]
        ds_new, dp_new = 2 * cs @ cs.T, np.outer(cp, cp)
        change = max(abs(ds_new - ds).max(), abs(dp_new - dp).max())
        if change < 1e-9:
            break
        ds, dp = ds + 0.4 * (ds_new - ds), dp + 0.4 * (dp_new - dp)
    assert change < 1e-6
    ds, dp = ds_new, dp_new
    e_core = np.sum(ds * core[s, s]) \
        + 0.5 * np.sum(ds * np.tensordot(w_ss, ds, 2))
    h_p = core[x, x] + np.tensordot(ds, w_sp, 2)
    energy = e_core + n * np.sum(dp * h_p) \
        + n * (n - 1) / 2 * np.sum(dp * np.tensordot(r0, dp, 2)) \
        + q / 25 * np.sum(dp * np.tensordot(r2, dp, 2))

    # Term energy against the general energy of an explicit determinant.
    dens = np.zeros((2, nao, nao))
    for spin, count in enumerate((3, n_beta)):
        dens[spin][s, s] = ds / 2
        for m in range(count):
            comp = slice(N_S + m, None, 3)
            dens[spin][comp, comp] = dp
    mf = scf.UHF(mol)
    mf.chkfile = None
    assert abs(mf.energy_tot(dm=dens) - energy) < 1e-6
    t = np.sum(ds * kinetic[s, s]) + n * np.sum(dp * kinetic[x, x])
    assert abs((t - energy) / t - 2) < 3e-4      # virial theorem
    if n_beta == 3 and charge == -1:             # independent minimization
        rhf = scf.RHF(mol)
        rhf.chkfile = None
        rhf.conv_tol = 1e-10
        assert abs(rhf.kernel() - energy) < 1e-5

    # Correlating p functions: leading second-order pair natural orbitals.
    virt = vp[:, 1:]
    half = np.einsum("pqrs,p,r->qs", r0, cp, cp, optimize=True)
    amp = -(virt.T @ half @ virt) / (ep[1:, None] + ep[None, 1:] - 2 * ep[0])
    weight, vec = np.linalg.eigh(amp)
    best = np.argsort(-abs(weight))[:3]
    radial = np.column_stack([cp, virt @ vec[:, best]])
    norb = 12
    orbitals = np.zeros((nao, norb))
    for k in range(4):
        for m in range(3):
            orbitals[N_S + m::3, 3 * k + m] = radial[:, k]

    def active(matrix):
        return np.kron(radial.T @ matrix @ radial, np.eye(3))

    h_act = active(h_p)
    eri_act = ao2mo.kernel(eri8, orbitals)
    nelec = (3, n_beta)
    solver = fci.direct_spin1.FCI()
    solver.conv_tol = 1e-9
    e_ci, ci = solver.kernel(h_act, eri_act, norb, nelec)
    det = np.zeros_like(ci)
    det[0, 0] = 1.0
    e_det = fci.direct_spin1.energy(h_act, eri_act, det, norb, nelec)
    assert abs(e_det + e_core - energy) < 1e-6

    a = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)
                  if mol.bas_angular(i) == 1])
    norm = np.sqrt(2 * (2 * a)**2.5 / gamma(2.5))
    total = a[:, None] + a[None, :]

    def moment(k):
        power = (5 + k) / 2
        return np.outer(norm, norm) * gamma(power) / (2 * total**power)

    assert np.allclose(moment(0), overlap[x, x], atol=1e-9)
    r_hf = cp @ moment(1) @ cp
    far = 2 * r_hf
    r_op, rr_op = active(moment(1)), active(moment(2))
    far_op = active(moment(0) * gammaincc(2.5, total * far**2))

    def radial_statistics(vector):
        d1, d2 = fci.direct_spin1.make_rdm12(vector, norb, nelec)
        mean = np.sum(d1 * r_op) / n
        var = np.sum(d1 * rr_op) / n - mean**2
        pair = np.einsum("pqrs,pq,rs->", d2, r_op, r_op, optimize=True)
        pair_far = np.einsum("pqrs,pq,rs->", d2, far_op, r_op, optimize=True)
        rho = (pair / (n * (n - 1)) - mean**2) / var
        conditional = pair_far / ((n - 1) * np.sum(d1 * far_op))
        return rho, mean, conditional

    rho_det, mean_det, cond_det = radial_statistics(det)
    assert abs(rho_det) < 1e-7 and abs(cond_det - mean_det) < 1e-6
    rho, mean, conditional = radial_statistics(ci)
    return dict(e=energy, eps=ep[0], r=r_hf, ep=e_ci - e_det, rho=rho,
                far=far, mean=mean, cond=conditional)


def coupled_cluster(symbol, charge, n_beta, basis, added=None):
    """Frozen-core UCCSD(T), resolved into pairs of valence electrons."""
    mol = gto.M(atom=symbol, charge=charge, spin=3 - n_beta, basis=basis,
                symmetry="D2h", verbose=0)
    mf = scf.UHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.irrep_nelec = {"Ag": (2, 2), "B3u": (1, 1),
                      "B2u": (1, int(n_beta > 1)),
                      "B1u": (1, int(n_beta > 2))}
    mf.kernel()
    assert mf.converged
    solver = cc.UCCSD(mf, frozen=1)
    solver.incore_complete = True
    solver.conv_tol = 1e-7
    solver.kernel()
    assert solver.converged
    triples = solver.ccsd_t()
    out = dict(hf=mf.e_tot, triples=triples, ccsd=solver.e_corr,
               total=mf.e_tot + solver.e_corr + triples)
    if added is None:
        return out

    ca, cb = np.asarray(mf.mo_coeff[0]), np.asarray(mf.mo_coeff[1])
    na, nb = mol.nelec
    oa, va, ob, vb = ca[:, 1:na], ca[:, na:], cb[:, 1:nb], cb[:, nb:]
    kinds = np.array([lab[2][-1] + lab[3] for lab in mol.ao_labels(fmt=None)])

    def names(block):
        choices = ("s", "px", "py", "pz")
        return [max(choices, key=lambda c: np.sum(col[kinds == c]**2))
                for col in block.T]

    la, lb = names(oa), names(ob)
    assert sorted(la) == ["px", "py", "pz", "s"] and len(set(lb)) == len(lb)
    eri8 = mol.intor("int2e", aosym="s8")

    def ovov(o1, v1, o2, v2):
        full = ao2mo.kernel(eri8, (o1, v1, o2, v2), compact=False)
        return full.reshape(o1.shape[1], v1.shape[1],
                            o2.shape[1], v2.shape[1])

    t1a, t1b = solver.t1
    t2aa, t2ab, t2bb = solver.t2

    def antisym(t2, t1):
        prod = np.einsum("ia,jb->ijab", t1, t1)
        return t2 + prod - prod.transpose(0, 1, 3, 2)

    tau_aa, tau_bb = antisym(t2aa, t1a), antisym(t2bb, t1b)
    tau_ab = t2ab + np.einsum("ia,jb->ijab", t1a, t1b)
    g_aa, g_bb = ovov(oa, va, oa, va), ovov(ob, vb, ob, vb)
    g_ab = ovov(oa, va, ob, vb)
    p_aa = np.einsum("iajb,ijab->ij", g_aa, tau_aa)
    p_bb = np.einsum("iajb,ijab->ij", g_bb, tau_bb)
    p_ab = np.einsum("iajb,ijab->ij", g_ab, tau_ab)
    pair_sum = 0.5 * p_aa.sum() + 0.5 * p_bb.sum() + p_ab.sum()
    assert abs(pair_sum - solver.e_corr) < 1e-6
    if added in lb:          # anion: pairs containing the added electron
        k = lb.index(added)
        out["same_orbital"] = p_ab[la.index(added), k]
        out["opposite_p"] = sum(p_ab[i, k] for i, c in enumerate(la)
                                if c not in ("s", added))
        out["same_spin_p"] = sum(p_bb[j, k] for j, c in enumerate(lb)
                                 if c not in ("s", added))
        out["with_2s"] = p_ab[la.index("s"), k] + p_bb[lb.index("s"), k]
        out["new"] = p_ab[:, k].sum() + p_bb[:, k].sum()
        out["count"] = len(la) + len(lb) - 1
    else:                    # neutral: excitations into the hole to be filled
        hole = oa[:, la.index(added)]
        u = vb.T @ mol.intor("int1e_ovlp") @ hole
        out["hole"] = (
            np.einsum("iaj,ija->", g_ab @ u, tau_ab @ u)
            + np.einsum("iaj,ija->", g_bb @ u, tau_bb @ u))
    return out


sym = {name: symmetric_atom(*spec) for name, spec in ATOMS.items()}
print("Symmetric HF and 2p->np CI (s shells frozen)")
for name, d in sym.items():
    print(f"{name}: E_HF {d['e']:.5f} hartree, 2p level {d['eps']*EV:.2f} eV, "
          f"<r>2p {d['r']:.3f} bohr")
    print(f"   CI gain {-d['ep']*EV:.3f} eV, radial rho {d['rho']:.4f}")
    print(f"   2nd-electron <r>: any {d['mean']:.3f}, if 1st beyond "
          f"{d['far']:.2f}: {d['cond']:.3f} bohr")
    assert d["ep"] < 0 and d["rho"] < 0 and d["cond"] < d["mean"]

# Equal numbers of electrons and pairs; only the nuclear charge differs.
for anion, neutral in (("O-", "F"), ("F-", "Ne")):
    assert sym[anion]["r"] > sym[neutral]["r"]
    assert -sym[anion]["ep"] > -sym[neutral]["ep"]
    assert sym[anion]["rho"] < sym[neutral]["rho"]
    ratio = sym[anion]["ep"] / sym[neutral]["ep"]
    print(f"CI gain ratio {anion}/{neutral}: {ratio:.3f}")

gap = {}
for element, added in (("F", "pz"), ("O", "py")):
    anion = element + "-"
    a_hf = (sym[element]["e"] - sym[anion]["e"]) * EV
    gain = (sym[element]["ep"] - sym[anion]["ep"]) * EV
    small = [coupled_cluster(*ATOMS[k], "aug-cc-pvdz")
             for k in (element, anion)]
    neu, neg = [coupled_cluster(*ATOMS[k], "aug-cc-pvtz", added)
                for k in (element, anion)]
    a_small = (small[0]["total"] - small[1]["total"]) * EV
    a_uhf = (neu["hf"] - neg["hf"]) * EV
    a_cc = (neu["total"] - neg["total"]) * EV
    new = -neg["new"] * EV
    old = (neu["ccsd"] - neg["ccsd"]) * EV - new
    trip = (neu["triples"] - neg["triples"]) * EV
    gap[element] = a_cc - a_hf
    print(f"{element} affinity balance (aug-cc-pVTZ unless named)")
    print(f"  symmetric HF, large basis: {a_hf:.3f} eV")
    print(f"  affinity gain from 2p->np CI: {gain:.3f} eV")
    print(f"  UHF affinity: {a_uhf:.3f} eV")
    print(f"  {neg['count']} new pairs: {new:.3f} eV")
    print(f"    same orbital {-neg['same_orbital']*EV:.3f}, other opposite-"
          f"spin 2p {-neg['opposite_p']*EV:.3f} eV")
    print(f"    same-spin 2p {-neg['same_spin_p']*EV:.3f}, "
          f"with 2s {-neg['with_2s']*EV:.3f} eV")
    print(f"  change of old pairs: {old:.3f} eV")
    print(f"  neutral's excitations into filled hole: "
          f"{-neu['hole']*EV:.3f} eV")
    print(f"  triples: {trip:.3f} eV")
    print(f"  UCCSD(T) affinity: {a_cc:.3f} eV (aug-cc-pVDZ {a_small:.3f})")
    print(f"  UCCSD(T) minus symmetric HF: {gap[element]:.3f} eV")
    assert gain > 0 and new > 0 and abs(old) < 0.5 * new
    assert neu["hole"] < 0
    if element == "F":
        assert abs(a_hf - 1.36) < 0.02
        assert abs(a_cc - 3.40) < 0.30   # finite basis, no core correlation
    else:
        assert a_hf < 0 < a_cc
        assert sym[anion]["eps"] < 0
assert abs(gap["F"] - gap["O"]) < 0.35
print("all tests passed")
```

Running it gives:

```
Symmetric HF and 2p->np CI (s shells frozen)
O: E_HF -74.80934 hartree, 2p level -17.20 eV, <r>2p 1.232 bohr
   CI gain 1.104 eV, radial rho -0.0750
   2nd-electron <r>: any 1.245, if 1st beyond 2.46: 1.127 bohr
O-: E_HF -74.78969 hartree, 2p level -3.53 eV, <r>2p 1.471 bohr
   CI gain 2.410 eV, radial rho -0.0960
   2nd-electron <r>: any 1.542, if 1st beyond 2.94: 1.314 bohr
F: E_HF -99.40923 hartree, 2p level -19.86 eV, <r>2p 1.085 bohr
   CI gain 1.844 eV, radial rho -0.0640
   2nd-electron <r>: any 1.096, if 1st beyond 2.17: 1.007 bohr
F-: E_HF -99.45934 hartree, 2p level -4.92 eV, <r>2p 1.256 bohr
   CI gain 3.263 eV, radial rho -0.0757
   2nd-electron <r>: any 1.297, if 1st beyond 2.51: 1.148 bohr
Ne: E_HF -128.54688 hartree, 2p level -23.14 eV, <r>2p 0.965 bohr
   CI gain 2.665 eV, radial rho -0.0549
   2nd-electron <r>: any 0.975, if 1st beyond 1.93: 0.906 bohr
CI gain ratio O-/F: 1.306
CI gain ratio F-/Ne: 1.224
F affinity balance (aug-cc-pVTZ unless named)
  symmetric HF, large basis: 1.363 eV
  affinity gain from 2p->np CI: 1.419 eV
  UHF affinity: 1.195 eV
  7 new pairs: 2.161 eV
    same orbital 0.665, other opposite-spin 2p 0.670 eV
    same-spin 2p 0.470, with 2s 0.356 eV
  change of old pairs: -0.204 eV
  neutral's excitations into filled hole: 0.576 eV
  triples: 0.160 eV
  UCCSD(T) affinity: 3.312 eV (aug-cc-pVDZ 3.226)
  UCCSD(T) minus symmetric HF: 1.948 eV
O affinity balance (aug-cc-pVTZ unless named)
  symmetric HF, large basis: -0.535 eV
  affinity gain from 2p->np CI: 1.306 eV
  UHF affinity: -0.565 eV
  6 new pairs: 2.001 eV
    same orbital 0.679, other opposite-spin 2p 0.687 eV
    same-spin 2p 0.245, with 2s 0.390 eV
  change of old pairs: -0.251 eV
  neutral's excitations into filled hole: 0.490 eV
  triples: 0.147 eV
  UCCSD(T) affinity: 1.331 eV (aug-cc-pVDZ 1.187)
  UCCSD(T) minus symmetric HF: 1.866 eV
all tests passed
```
